\section*{Benzene in the PPP Model: Singles CI with Two Repulsion Laws}

\section*{Problem}

Describe the $\pi$ electrons of benzene by a regular six-site ring with six electrons and the Pariser--Parr--Pople (PPP) Hamiltonian
\begin{equation}
H=\beta\sum_{\langle\mu\nu\rangle,\sigma}\left(c^\dagger_{\mu\sigma}c_{\nu\sigma}+c^\dagger_{\nu\sigma}c_{\mu\sigma}\right)+\tfrac12\sum_{\mu\nu}\gamma_{\mu\nu}(n_\mu-1)(n_\nu-1).
\end{equation}
Here $\beta<0$, $b=|\beta|$, and $\gamma_{\mu\nu}$ takes the values $\gamma_0,\gamma_1,\gamma_2,\gamma_3$ for the same site and for ortho, meta and para pairs. Differential overlap is neglected. The $C_2'$ axes pass through atoms.

\begin{enumerate}
\item Find the closed-shell Hartree--Fock orbital energies.
\item Find the singlet and triplet $B_{2u}$, $B_{1u}$ and $E_{1u}$ excitation energies in configuration interaction with all single excitations (singles CI). For $B_{1u}$, also give the result when only the degenerate highest occupied and lowest empty orbitals are used (the frontier space).
\item Evaluate them for $\beta=-2.40$ eV, $\gamma_0=11.00$ eV and bond length $1.40$ \AA\ with the Ohno and Mataga--Nishimoto laws,
\begin{equation}
\gamma^{\rm O}(R)=\frac{k}{\sqrt{R^2+a^2}},\quad \gamma^{\rm MN}(R)=\frac{k}{R+a},\quad k=\frac{e^2}{4\pi\varepsilon_0},\quad a=\frac{k}{\gamma_0}.
\end{equation}
Which energies depend strongly on the choice, and how far can the singles results be trusted within the model?
\end{enumerate}

\section*{Solution}

\subsection*{Orbitals and their energies}

Rotational symmetry fixes the orbitals:
\begin{equation}
\phi_k=\frac1{\sqrt6}\sum_{\mu=0}^{5}e^{i\pi k\mu/3}\chi_\mu,
\end{equation}
with $k=0,\pm1$ occupied and $k=\pm2,3$ empty; $k$ is defined modulo 6. The bond order between sites $m$ steps apart is
\begin{equation}
P_m=\frac26\left(1+2\cos\frac{\pi m}{3}\right),\quad P_0=1,\ P_1=\tfrac23,\ P_2=0,\ P_3=-\tfrac13 .
\end{equation}
Every site holds one electron on average, so the Coulomb terms from other sites cancel. The on-site term equals $\gamma_0 n_{\mu\uparrow}n_{\mu\downarrow}-\frac12\gamma_0 n_\mu$ plus a constant, and its mean field is $\frac12\gamma_0-\frac12\gamma_0=0$. The diagonal Fock element therefore vanishes. Exchange adds $-\frac12P_m\gamma_m$ off the diagonal:
\begin{equation}
F_1=-b-\tfrac13\gamma_1,\qquad F_2=0,\qquad F_3=\tfrac16\gamma_3 .
\end{equation}
With $\varepsilon_k=2F_1\cos(\pi k/3)+F_3\cos(\pi k)$,
\begin{equation}
\varepsilon_0=2F_1+F_3,\ \ \varepsilon_{\pm1}=F_1-F_3,\ \ \varepsilon_{\pm2}=-F_1+F_3,\ \ \varepsilon_3=-2F_1-F_3 .
\end{equation}
The two gaps needed below are
\begin{align}
\Delta&=\varepsilon_{\pm2}-\varepsilon_{\pm1}=-2F_1+2F_3=2b+\tfrac23\gamma_1+\tfrac13\gamma_3,\\
\Delta'&=\varepsilon_3-\varepsilon_0=-4F_1-2F_3=4b+\tfrac43\gamma_1-\tfrac13\gamma_3 .
\end{align}

\subsection*{Integrals and matrix elements}

Write $(pq|rt)$ for the repulsion between the densities $\phi_p^*\phi_q$ and $\phi_r^*\phi_t$. Without differential overlap,
\begin{equation}
(pq|rt)=\frac1{36}\sum_{\mu\nu}e^{i\pi(q-p)\mu/3}e^{i\pi(t-r)\nu/3}\gamma_{\mu\nu}.
\end{equation}
Since $\gamma_{\mu\nu}$ depends only on the separation, the sum vanishes unless $q-p+t-r\equiv0$ modulo 6. In that case the integral equals $G(q-p)/6$, where
\begin{equation}
G(q)=\gamma_0+2\gamma_1\cos\frac{\pi q}{3}+2\gamma_2\cos\frac{2\pi q}{3}+\gamma_3\cos\pi q .
\end{equation}
Explicitly,
\begin{align}
G(0)&=\gamma_0+2\gamma_1+2\gamma_2+\gamma_3, & G(1)&=\gamma_0+\gamma_1-\gamma_2-\gamma_3,\\
G(2)&=\gamma_0-\gamma_1-\gamma_2+\gamma_3, & G(3)&=\gamma_0-2\gamma_1+2\gamma_2-\gamma_3 .
\end{align}

For excitations $i\to a$ and $j\to c$, the Fock operator contributes $\varepsilon_a-\varepsilon_i$ on the diagonal. The residual repulsion contributes $(ai|jc)-(ac|ji)$ between excitations of equal spin and $(ai|jc)$ between opposite spins. The singlet is the sum of the spin-up and spin-down excitations divided by $\sqrt2$, the triplet their difference, so the opposite-spin term is added or subtracted:
\begin{equation}
A_{ia,jc}=\delta_{ij}\delta_{ac}(\varepsilon_a-\varepsilon_i)+2s\,(ai|jc)-(ac|ji),
\end{equation}
with $s=1$ for singlets and $s=0$ for triplets. Coupling to the reference is proportional to $F_{ai}$, which vanishes for Hartree--Fock orbitals. Energies are therefore measured from the Hartree--Fock determinant.

Excitations mix only if they share $q=a-i$ modulo 6. The nine excitations sort as follows:
\begin{itemize}
\item $q=1$: $1\to2$; and $q=-1$: $-1\to-2$.
\item $q=2$: $0\to2$ and $1\to3$; and $q=-2$: $0\to-2$ and $-1\to3$.
\item $q=3$: $1\to-2$, $-1\to2$ and $0\to3$.
\end{itemize}
Inversion multiplies an excitation by $(-1)^q$, so $q=\pm2$ is of $g$ type and drops out. The pair $q=\pm1$ is $E_{1u}$. For $q=3$ a rotation by $60^\circ$ gives $-1$, which means $B_u$. A $C_2'$ rotation reverses $k$ and so exchanges $1\to-2$ with $-1\to2$. Their sum is even ($B_{1u}$) and their difference odd ($B_{2u}$). The excitation $0\to3$ goes into itself and is also $B_{1u}$.

\subsection*{$E_{1u}$}

There is one configuration for each $q=\pm1$, hence
\begin{equation}
E(E_{1u})=\Delta-\tfrac16G(0)+\tfrac s3G(1).
\end{equation}
For the triplet,
\begin{align}
E({}^3E_{1u})&=2b+\tfrac23\gamma_1+\tfrac13\gamma_3-\tfrac16\gamma_0-\tfrac13\gamma_1-\tfrac13\gamma_2-\tfrac16\gamma_3\nonumber\\
&=2b-\tfrac16\gamma_0+\tfrac13\gamma_1-\tfrac13\gamma_2+\tfrac16\gamma_3 .
\end{align}
Adding $G(1)/3$ gives the singlet,
\begin{equation}
E({}^1E_{1u})=2b+\tfrac16\gamma_0+\tfrac23\gamma_1-\tfrac23\gamma_2-\tfrac16\gamma_3 .
\end{equation}

\subsection*{$B_{2u}$ and the frontier part of $B_{1u}$}

The configurations $1\to-2$ and $-1\to2$ have equal diagonal elements $\Delta+\frac s3G(3)-\frac16G(0)$. Their coupling is $\frac s3G(3)-\frac16G(2)$, because $c-a=4\equiv-2$. In the difference the $G(3)$ terms cancel:
\begin{equation}
E(B_{2u})=\Delta-\tfrac16[G(0)-G(2)]=\Delta-\tfrac12(\gamma_1+\gamma_2)
=2b+\tfrac16\gamma_1-\tfrac12\gamma_2+\tfrac13\gamma_3 .
\end{equation}
This holds for singlet and triplet alike. The transition density of each configuration on atom $\mu$ is $(-1)^\mu/6$, so it vanishes in the difference, and with it the exchange integral that would split the two spins.

The sum has energy $L=\Delta-\frac16[G(0)+G(2)]+\frac{2s}3G(3)$. Since $G(0)+G(2)=2\gamma_0+\gamma_1+\gamma_2+2\gamma_3$,
\begin{align}
L_T&=2b-\tfrac13\gamma_0+\tfrac12\gamma_1-\tfrac16\gamma_2,\\
L_S&=L_T+\tfrac23G(3)=2b+\tfrac13\gamma_0-\tfrac56\gamma_1+\tfrac76\gamma_2-\tfrac23\gamma_3 .
\end{align}
These are the frontier-space results.

\subsection*{$B_{1u}$ with all singles}

The excitation $0\to3$ has energy $U=\Delta'-\frac16G(0)+\frac s3G(3)$:
\begin{align}
U_T&=4b-\tfrac16\gamma_0+\gamma_1-\tfrac13\gamma_2-\tfrac12\gamma_3,\\
U_S&=4b+\tfrac16\gamma_0+\tfrac13\gamma_1+\tfrac13\gamma_2-\tfrac56\gamma_3 .
\end{align}
It couples to each frontier configuration by $\frac s3G(3)-\frac16G(1)$. Coupling to their normalized sum is $\sqrt2$ times this:
\begin{equation}
W_T=-\tfrac{\sqrt2}6(\gamma_0+\gamma_1-\gamma_2-\gamma_3),\quad
W_S=\tfrac{\sqrt2}6(\gamma_0-5\gamma_1+5\gamma_2-\gamma_3).
\end{equation}
The lower root of the $2\times2$ problem is
\begin{equation}
E(B_{1u})=\frac{L+U}2-\sqrt{\left(\frac{U-L}2\right)^2+W^2}.
\end{equation}
Thus $B_{1u}$, unlike the other two, is not linear in $\beta$ and the $\gamma$ values.

\subsection*{Two limits}

If $\gamma$ does not depend on distance, the repulsion is $\frac12\gamma\left[\sum_\mu(n_\mu-1)\right]^2=0$. The formulas agree: $W=0$ and all three symmetries give $2b$. By the same identity, adding one constant to all $\gamma$ values leaves $H$ unchanged for six electrons, so the repulsion enters the excitation energies only through differences among the $\gamma$ values.

In the Hubbard limit $\gamma_1=\gamma_2=\gamma_3=0$, the lower ${}^3B_{1u}$ root reaches zero when $L_TU_T=W_T^2$:
\begin{equation}
\left(2b-\tfrac13\gamma_0\right)\left(4b-\tfrac16\gamma_0\right)=\tfrac1{18}\gamma_0^2
\ \Rightarrow\ 8b^2=\tfrac53b\gamma_0\ \Rightarrow\ \gamma_0=4.8\,b .
\end{equation}
Beyond this value a triplet lies below the closed-shell determinant. This is only an upper bound on where the reference fails, because the determinant becomes unstable earlier. Let $\langle n_{\mu\uparrow}\rangle=\frac12+m(-1)^\mu$ and $\langle n_{\mu\downarrow}\rangle=\frac12-m(-1)^\mu$. Spin-up electrons then feel the extra potential $-\gamma_0m(-1)^\mu$, which mixes each occupied $\phi_k$ with $\phi_{k+3}$ by the amplitude $\gamma_0m/(\varepsilon_{k+3}-\varepsilon_k)$ and changes its density by $2(-1)^\mu/6$ times that amplitude. Self-consistency to first order requires $m=\frac13\gamma_0m\left(\frac1{4b}+\frac1{2b}+\frac1{2b}\right)$, that is $\gamma_0=2.4\,b$. Above this value a spin-polarized determinant lies lower, so a positive singles-CI triplet energy does not prove that the closed-shell reference is stable.

\subsection*{Numerical comparison}

With $k=14.3996$ eV\,\AA, $a=1.3091$ \AA. At $R_1=1.400$ \AA,
\begin{equation}
\gamma_1^{\rm O}=\frac{14.3996}{\sqrt{1.400^2+1.3091^2}}=7.513\ \text{eV},\quad
\gamma_1^{\rm MN}=\frac{14.3996}{1.400+1.3091}=5.315\ \text{eV}.
\end{equation}
Likewise $R_2=2.425$ \AA\ and $R_3=2.800$ \AA\ give $\gamma_2,\gamma_3=5.225,4.659$ eV (Ohno) and $3.856,3.504$ eV (Mataga--Nishimoto, MN). For $B_{2u}$,
\begin{align}
\text{Ohno:}\quad&4.800+1.252-2.613+1.553=4.992\ \text{eV},\\
\text{MN:}\quad&4.800+0.886-1.928+1.168=4.926\ \text{eV}.
\end{align}
For the Ohno ${}^1B_{1u}$ state, $L_S=5.197$, $U_S=11.797$ and $W_S=-1.201$ eV, so
\begin{equation}
E=8.497-\sqrt{3.300^2+1.201^2}=4.985\ \text{eV}.
\end{equation}

The table gives all energies in eV. Full CI includes every configuration of the six electrons on the six sites. Each entry is the full-CI state with the largest overlap with the singles state, measured from the full-CI ground state.

\begin{center}
\begin{tabular}{lcccc}
 & \multicolumn{2}{c}{Singles CI} & \multicolumn{2}{c}{Full CI}\\
State & Ohno & MN & Ohno & MN\\
\hline
${}^1B_{2u}$ & 4.99 & 4.93 & 4.3 & 3.7\\
${}^1B_{1u}$ & 4.98 & 6.20 & 5.4 & 6.8\\
${}^1E_{1u}$ & 7.38 & 7.02 & 6.9 & 7.0\\
${}^3B_{1u}$ & 3.48 & 2.55 & 3.6 & 2.8\\
${}^3E_{1u}$ & 4.51 & 4.04 & 4.4 & 3.8\\
${}^3B_{2u}$ & 4.99 & 4.93 & 5.5 & 6.0
\end{tabular}
\end{center}

In singles CI the choice of law hardly touches $B_{2u}$ (0.07 eV), because the changes in its three $\gamma$ terms nearly cancel. It matters most for $B_{1u}$: going from MN to Ohno lowers the singlet by 1.2 eV and raises the triplet by 0.9 eV. The $E_{1u}$ energies rise by 0.4 eV (singlet) and 0.5 eV (triplet).

The order of the two lowest excited singlets of singles CI needs care. In the frontier space
\begin{equation}
L_S-E(B_{2u})=\tfrac13\gamma_0-\gamma_1+\tfrac53\gamma_2-\gamma_3,
\end{equation}
which is 1.27 eV for MN and 0.20 eV for Ohno. It does not contain $\beta$, so refitting $\beta$ cannot change it. Mixing with $0\to3$ then lowers the Ohno ${}^1B_{1u}$ state by 0.21 eV and removes the splitting. For MN, $W_S$ is only 0.05 eV at these parameters and the splitting survives. The small Ohno remainder goes from $-0.020$ eV at $\beta=-2.2$ eV to $+0.004$ eV at $\beta=-2.6$ eV: a larger $b$ widens $U-L$ and weakens the mixing. Its sign carries no physical message.

Full CI puts ${}^1B_{2u}$ clearly below ${}^1B_{1u}$ with both laws; with MN a ${}^1E_{2g}$ state at 5.9 eV lies between them. The singles ${}^1E_{2g}$ state at 8.5 eV overlaps most with this level, but with a weight of only about one half, so singles CI describes it poorly. Full CI also lifts the singlet--triplet degeneracy of $B_{2u}$, with the triplet above the singlet. That degeneracy therefore belongs to the singles approximation, not to the model. The ${}^1B_{2u}$ energy falls by 0.7 eV (Ohno) and 1.3 eV (MN) from singles to full CI, so its near independence of the distance law is also confined to singles CI. The warning from the Hubbard limit applies here too. With MN an alternating spin-polarized determinant ($m\approx0.14$) lies about 0.02 eV below the closed-shell one, although the singles ${}^3B_{1u}$ energy is $+2.55$ eV. With Ohno the closed-shell determinant is stable against this polarization. Full CI is the reference for this model Hamiltonian only: it leaves out the $\sigma$ electrons, other $\pi$ basis functions and geometry relaxation, and its agreement with experiment is a separate question.

The numerical check checks the formulas against an explicit many-electron calculation in the site basis.

\section*{Values computed for the example and the checks}
\begin{verbatim}
beta = -2.40 eV, gamma0 = 11.00 eV, bond = 1.40 A
k = 14.3996 eV A, a = k/gamma0 = 1.3091 A
R1, R2, R3 = 1.400, 2.425, 2.800 A
2|beta| = 4.800 eV; MN = Mataga-Nishimoto
Ohno: gamma1, gamma2, gamma3 = 7.513, 5.225, 4.659 eV
Ohno: HF frontier gap = 11.361 eV
Ohno: B2u terms g1/6, -g2/2, g3/3 = 1.252, -2.613, 1.553 eV
Ohno 1B1u: L, U, W = 5.197, 11.797, -1.201 eV
Ohno 1B1u: lowering by mixing = 0.212 eV
Ohno 1B2u: singles CI 4.992 eV, full CI 4.285 eV, weight 0.863
Ohno 1B1u: singles CI 4.985 eV, full CI 5.444 eV, weight 0.977
Ohno 1E1u: singles CI 7.382 eV, full CI 6.929 eV, weight 0.907
Ohno 3B1u: L, U, W = 4.019, 11.208, -2.034 eV
Ohno 3B1u: lowering by mixing = 0.535 eV
Ohno 3B2u: singles CI 4.992 eV, full CI 5.526 eV, weight 0.985
Ohno 3B1u: singles CI 3.483 eV, full CI 3.595 eV, weight 0.944
Ohno 3E1u: singles CI 4.506 eV, full CI 4.353 eV, weight 0.898
Ohno: full-CI ground-state lowering = 0.738 eV
Ohno: frontier 1B1u-1B2u = 0.2043 eV
Ohno: beta -2.2 eV, singles 1B1u-1B2u = -0.0202 eV
Ohno: beta -2.4 eV, singles 1B1u-1B2u = -0.0075 eV
Ohno: beta -2.6 eV, singles 1B1u-1B2u = 0.0039 eV
MN: gamma1, gamma2, gamma3 = 5.315, 3.856, 3.504 eV
MN: HF frontier gap = 9.512 eV
MN: B2u terms g1/6, -g2/2, g3/3 = 0.886, -1.928, 1.168 eV
MN 1B1u: L, U, W = 6.200, 11.570, 0.047 eV
MN 1B1u: lowering by mixing = 0.000 eV
MN 1B2u: singles CI 4.926 eV, full CI 3.664 eV, weight 0.758
MN 1B1u: singles CI 6.200 eV, full CI 6.835 eV, weight 0.921
MN 1E1u: singles CI 7.022 eV, full CI 7.044 eV, weight 0.888
MN 3B1u: L, U, W = 3.148, 10.044, -2.111 eV
MN 3B1u: lowering by mixing = 0.595 eV
MN 3B2u: singles CI 4.926 eV, full CI 6.031 eV, weight 0.972
MN 3B1u: singles CI 2.554 eV, full CI 2.784 eV, weight 0.897
MN 3E1u: singles CI 4.037 eV, full CI 3.809 eV, weight 0.793
MN: full-CI ground-state lowering = 1.487 eV
MN: frontier 1B1u-1B2u = 1.2743 eV
MN: beta -2.2 eV, singles 1B1u-1B2u = 1.2739 eV
MN: beta -2.4 eV, singles 1B1u-1B2u = 1.2739 eV
MN: beta -2.6 eV, singles 1B1u-1B2u = 1.2739 eV
Ohno minus MN, multiplicity 1, B2u, B1u, E1u = 0.067, -1.215, 0.360 eV
Ohno minus MN, multiplicity 3, B2u, B1u, E1u = 0.067, 0.930, 0.469 eV
\end{verbatim}
